# How atomic-layer-deposition exposure grows with the aspect ratio of a via

## Problem

A circular through-silicon via of diameter $d=2.0$ µm is to receive a TaN barrier by atomic layer deposition. The metal precursor is pentakis(dimethylamino)tantalum, molar mass 401.3 g/mol, at a partial pressure of 0.010 Torr in 0.10 Torr of argon. The temperature is 523 K. A saturated surface holds $s=2.0$ molecules per nm², an arriving molecule sticks to a bare site with probability $\beta=0.1$, and "complete" means 99 % coverage everywhere. These process values are rough.

1. Find the exposure (pressure times time) of one precursor pulse that completes the coverage, as a function of the aspect ratio $a=L/d$, where $L$ is the depth.
2. By what factor does it grow when $L$ is doubled at fixed $d$, and when is that factor close to four?
3. Evaluate both for $L=40$ µm and 80 µm, and size the effects left out.

## Solution

### Assumptions and units

Molecules collide with the walls and not with each other (the Knudsen regime). Walls re-emit them by the cosine law. Adsorption is irreversible and fills free sites only, so a surface of coverage $\theta$ captures a fraction $\beta(1-\theta)$ of the arrivals. The pressure $p$ at the mouth is constant during the pulse.

For a gas of density $n=p/kT$, molecular mass $m$ and mean speed $\bar v=\sqrt{8kT/\pi m}$, the flux striking a surface is

$$J_0=\frac{n\bar v}{4}=\frac{p}{4kT}\sqrt{\frac{8kT}{\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .$$

Below, $x$ is the distance from the mouth or between two sections, in units of $d$. The flux on the wall is $J=J_0u$, and exposure is measured by $\tau=J_0t/s$, the number of molecules offered per site on a flat surface.

### Transport along the via

First we need the fraction $F(x)$ of molecules leaving one cross-section diffusely that reach another at distance $x$ without touching the wall. Both circular rims lie on a sphere of radius $R=\tfrac12\sqrt{1+x^2}$. A chord of length $\ell$ meets the sphere at both ends at the same angle $\chi$ to the normal, with $\cos\chi=\ell/2R$. The cosine law then gives the fraction going from one point of the sphere to an area $dA$ of it as

$$\frac{\cos^2\chi}{\pi\ell^2}\,dA=\frac{dA}{4\pi R^2},$$

the same for every position. Consider the two caps of the sphere lying behind the discs. Every line joining the caps crosses both discs, and every line crossing both discs joins the caps, so the exchange between discs equals that between caps. A cap has height $h=R-x/2$ and area $2\pi Rh$; a disc has area $\pi/4$. Hence

$$\frac{\pi}{4}F=\frac{(2\pi Rh)^2}{4\pi R^2}=\pi h^2,\qquad F(x)=4h^2=\left(\sqrt{1+x^2}-x\right)^2 .$$

Now take a wall ring of width $dx$ at distance $x$ from a cross-section. The section sends the fraction $F(x)-F(x+dx)=-F'dx$ to the ring. By reciprocity (area times fraction is equal in both directions), the ring, of area $\pi\,dx$, sends the fraction $-F'/4$ to the section. The ring therefore contributes

$$J\,\pi dx\left(-\frac{F'}{4}\right)\Big/\frac{\pi}{4}=-JF'dx$$

per unit area of the section. Let the wall flux vary slowly, so that it is $J-xJ'$ on the mouth side and $J+xJ'$ on the floor side. The net flux towards the floor is

$$\Gamma=\int_0^\infty\big[(J-xJ')-(J+xJ')\big](-F')\,dx=-2J'\int_0^\infty x(-F')\,dx=-2J'\int_0^\infty F\,dx .$$

The last step is an integration by parts; its boundary term vanishes because $F\to1/4x^2$ at large $x$. With $x=\sinh y$ we have $F=e^{-2y}$ and

$$\int_0^\infty F\,dx=\int_0^\infty e^{-2y}\cosh y\,dy=\frac12\left(1+\frac13\right)=\frac23,\qquad \Gamma=-\frac43\frac{dJ}{dx}.$$

In ordinary units, with $J=n\bar v/4$, this is $\Gamma=-D_K\,dn/dz$ with the Knudsen diffusivity $D_K=d\bar v/3$.

Two approximations enter here. The flux emitted by the wall was set equal to the flux arriving, which holds where the wall is already filled. The linear profile is also used right up to the ends. At the mouth, $J_0$ enters and about $J(0)$ leaves, so

$$1-u(0)=-\frac43u'(0).$$

### Filling of the walls

In a slice $dx$ the loss of through-flow equals the capture by the wall:

$$-\frac{\pi}{4}\frac{d\Gamma}{dx}=\pi\beta J(1-\theta)\quad\Rightarrow\quad u''=3\beta u(1-\theta).$$

The gas is treated as quasi-steady, which is checked below. The coverage obeys $s\,d\theta/dt=\beta J(1-\theta)$, that is

$$\frac{\partial\theta}{\partial\tau}=\beta u(1-\theta).$$

The two equations are nonlinear, but they can be integrated over time. Define the accumulated wall exposure $\Phi(x,\tau)=\int_0^\tau u\,d\tau'$. The coverage equation gives $\theta=1-e^{-\beta\Phi}$. The right side of the transport equation is $3\,\partial\theta/\partial\tau$, so integration from a bare surface gives

$$\Phi''=3\theta .$$

At the floor, $x=a$, the arriving net flux is captured: $-\tfrac43u'=\beta u(1-\theta)$. Integrating this and the mouth condition over time,

$$-\Phi'(a)=\frac34\theta_f,\qquad \tau-\Phi(0)=-\frac43\Phi'(0),$$

where $\theta_f$ is the floor coverage. Since $\Phi''\ge0$ and $\Phi'(a)<0$, the slope $\Phi'$ is negative throughout. The floor is therefore covered last, and the pulse is complete when $\theta_f$ reaches its target. At that moment

$$\Phi(a)=S\equiv\frac1\beta\ln\frac{1}{1-\theta_f}.$$

Everywhere else $\theta_f\le\theta\le1$. Replace $\theta$, in the wall and the floor equations, by a constant $c$. Integrating from the floor upwards,

$$-\Phi'(x)=\frac{3c}{4}+3c(a-x),\qquad \Phi(0)=S+c\left(\frac{3a}{4}+\frac{3a^2}{2}\right),$$

and the mouth condition adds $\tfrac43c\left(\tfrac34+3a\right)=c(1+4a)$. The total is

$$\tau=S+c\,P(a),\qquad P(a)=1+\frac{19a}{4}+\frac{3a^2}{2}.$$

A larger $\theta$ raises every contribution, so the true exposure in this diffusion model lies between the results for $c=\theta_f$ and $c=1$:

$$\theta_fP+S\le\tau\le P+S .$$

For 99 % coverage the bounds differ by 1 % of $P$. Taking the upper one, the answer to question 1 is

$$\boxed{\,pt=s\sqrt{2\pi mkT}\;N(a),\qquad N=1+\frac{19a}{4}+\frac{3a^2}{2}+\frac1\beta\ln\frac1{1-\theta_f}\,}$$

The quadratic term has a simple origin. Suppose the wall is full down to $x$ and bare beyond. The flux reaching this front is $\tfrac43J_0/x$, and it must fill an area $\pi\,dx$ through a section $\pi/4$. Hence $dx/d\tau=1/(3x)$ and $\tau=3x^2/2$. Twice the depth means twice the wall to coat, supplied on average at half the rate.

### The doubling factor

Doubling $a$ gives $N(2a)=1+\tfrac{19}{2}a+6a^2+S$. Subtracting this from $4N(a)=4+19a+6a^2+4S$ and dividing by $N(a)$,

$$\frac{N(2a)}{N(a)}=4-\frac{3+\tfrac{19}{2}a+3S}{N(a)} .$$

The subtracted term is positive, so in this law the factor approaches four from below. It is close to four only if $3a^2/2$ greatly exceeds both $19a/4$ (resistance of the mouth and filling of the floor) and $S$ (slow adsorption at the end of the pulse). In the opposite limit, $S\gg6a^2$ and $S\gg19a/2$, the step is reaction-limited and the factor tends to one.

Only $a$ appears in $N$. Halving $d$ at fixed $L$ therefore costs the same factor, provided that $s$, $\beta$, $p$ and $T$ are unchanged.

### Numbers for the two vias

At 0.010 Torr the mouth flux is $7.67\times10^{17}$ cm$^{-2}$ s$^{-1}$, and the exposure unit $s\sqrt{2\pi mkT}$ is $2.61\times10^{-6}$ Torr s. The sticking term is $S=\ln(100)/0.1=46$.

For $L=40$ µm, $a=20$:

$$N=600+95+1+46=742,\qquad pt=742\times2.61\times10^{-6}=1.9\times10^{-3}\ \text{Torr s}.$$

For $L=80$ µm, $a=40$:

$$N=2400+190+1+46=2637,\qquad pt=6.9\times10^{-3}\ \text{Torr s}.$$

The pulses last 0.19 s and 0.69 s. The factor is $2637/742=3.55$. The quadratic term alone gives four, but it makes up only 81 % of the smaller sum.

The table gives the factor from the boxed law for 99 % coverage, with everything but the depth held fixed.

| Aspect ratio | $\beta=0.1$ | $\beta=0.01$ |
|---|---|---|
| 5 → 10 | 2.26 | 1.26 |
| 10 → 20 | 3.03 | 1.75 |
| 20 → 40 | 3.55 | 2.64 |
| 40 → 80 | 3.80 | 3.42 |
| 80 → 160 | 3.91 | 3.79 |

A factor of 3.8 requires a starting aspect ratio of about 40 for $\beta=0.1$ and about 81 for $\beta=0.01$. "Four times" is thus a fair estimate for very deep vias and an overestimate for shallower ones, the more so when the precursor sticks poorly.

### How good is the diffusion picture?

A calculation without the diffusion approximation divides the wall into rings of height $0.2d$. They exchange molecules according to $F$ while their coverage evolves. For $\beta=0.1$ it gives $N=728$ at $a=20$ and 2610 at $a=40$. The boxed law is higher by 2.0 % and 1.0 % of these values. The ballistic doubling factor is 3.59, against 3.55. Part of the difference in $N$ comes from the ring size, while the ballistic factor stays at 3.59 as the rings are refined. With rings half as high, the result at $a=20$ becomes 733, and in the limit of fine rings $N$ is 735 at $a=20$ and 2636 at $a=40$. The boxed law is then high by 1.0 % and by less than 0.1 %.

The difference that remains at $a=20$ can be traced to the transmission $W$ of an inert tube ending in a perfect absorber. There the floor condition, with $\beta(1-\theta)$ replaced by one, reads $-\tfrac43u'=u$. With the mouth condition and a linear profile it gives $W=1/(2+3a/4)$. At $a=20$ this is 0.0588, while the ballistic value is about 0.0595 in the limit of fine rings (0.0596 with rings of height $0.1d$). (Setting $u=0$ at the absorber instead gives $1/(1+3a/4)=0.0625$, which is too high.) To see how $W$ enters the exposure, write the ballistic balance for surface elements $i$, which include the floor. Let $F_{ij}$ be the fraction of emission from $i$ that reaches $j$, and $F_{i0}$ the fraction that leaves through the mouth. Element $j$ emits what arrives minus what it captures. By reciprocity, and after integration over time,

$$\Phi_i=\sum_jF_{ij}(\Phi_j-\theta_j)+F_{i0}\tau .$$

When all coverages are close to one, set $\theta_j=1$ and $\Phi_i=\tau+1-\psi_i$. Because $\sum_jF_{ij}+F_{i0}=1$, this becomes

$$\psi_i=1+\sum_jF_{ij}\psi_j .$$

So $\psi_i$ is the mean number of emissions, counting the first, that a molecule starting on $i$ makes in an inert via before it escapes. The wall just above the floor fills slightly later than the floor itself, which adds about 0.2 % to the exposure at $a=20$ and is neglected here. With $\Phi_f=S$ at the floor,

$$\tau=S+\psi_f-1 .$$

The transmission fixes $\psi_f$. Let $G_{ij}$ be the mean number of emissions from $j$ made by a molecule starting on $i$, and $A_i$ the area of element $i$. Mouth and floor have equal areas, so by reciprocity a molecule leaving the floor escapes without returning to it with probability $W$. Hence $G_{ff}=1/W$, and $G_{jf}=q_j/W$, where $q_j$ is the chance that a molecule starting on wall element $j$ reaches the floor before it escapes. Reciprocity also gives $G_{fj}=(A_j/A_f)\,G_{jf}$. The two ends are equivalent as targets, so $q_j$ averages to one half over the wall, whose area is $4a$ times that of the floor. Summing over all elements,

$$\psi_f=\frac{1+2a}{W}.$$

With $W=1/(2+3a/4)$ this gives $\tau=S-1+(1+2a)(2+3a/4)=S+P$, which is the boxed law. With the ballistic $W$ it gives about 735 at $a=20$, in agreement with the fine-ring limit. Two neglected effects of about 0.2 % cancel here: setting $\theta_j=1$ raises the estimate, and ignoring the late filling of the wall near the floor lowers it. At this depth the boxed law is thus slightly high because its transmission is slightly low. In deeper vias the sign reverses: at $a=80$ its transmission is slightly high and its exposure is 0.3 % too low. The square law is that of a random walk: the number of steps needed to escape grows as the square of the depth.

This relation also exposes a flaw of the boxed law in shallow vias. For a flat surface $\psi_f=1$ and $\tau=S$, whereas the boxed law gives $S+1$. The constant term is thus not reliable, but at $a=20$ it is about 0.1 % of $N$. In shallow vias the error exceeds this term: for $\beta=0.1$ the boxed law lies above the fine-ring ballistic result by about 5 % at $a=5$ and 3 % at $a=10$, and the ballistic factors for 5 → 10 and 10 → 20 are 2.30 and 3.09 instead of 2.26 and 3.03.

### Effects left out

**Collisions with argon.** Let the precursor drift at a small speed $w$ through argon of density $n_g$, with contact distance $\sigma$, reduced mass $\mu$ and mean relative speed $v_r=\sqrt{8kT/\pi\mu}$. Hard spheres scatter isotropically in their centre-of-mass frame, so a collision at relative velocity $\mathbf g$ removes on average the momentum $\mu\mathbf g$. The drag is $\mu n_g\pi\sigma^2\langle g\,g_x\rangle$. For a Maxwell distribution displaced by $w$, to first order,

$$\langle g\,g_x\rangle=w\left\langle g+\frac{g_x^2}{g}\right\rangle=\frac43v_rw .$$

The Einstein relation (diffusivity equals $kT$ divided by drag per unit speed), with $kT/\mu=\pi v_r^2/8$, gives

$$D_g=\frac{3kT}{4\pi\mu n_g\sigma^2v_r}=\frac{3v_r}{32\,n_g\sigma^2}.$$

With a rough $\sigma=0.63$ nm, $D_g$ is about 700 cm²/s, while $D_K=1.1$ cm²/s. If the two resistances are added, argon raises the diffusive resistance by 0.16 %. The Knudsen assumption is safe here; it fails when $D_K$ and $D_g$ become comparable, in much wider vias or at much higher pressure.

**Quasi-steady gas.** The gas filling the via holds $nd/4s\approx5\times10^{-5}$ of the molecules needed on its wall. The diffusion time $L^2/D_K$ for the deeper via is 58 µs, against a pulse of 0.69 s.

**Shape.** A TaN film 10 nm thick narrows the deeper via and raises its exposure by 1.9 %. Etch scallops 50 nm deep with a 500 nm period add 2.6 % to the wall area, and the sites to be filled increase in proportion. Their effect on the flow is not sized.

**Precursor supply.** On a wafer of area $A_w$ with vias on a square grid of pitch $b$, each floor replaces the flat area lost at its mouth. The uptake is therefore

$$sA_w\left(1+\frac{\pi dL}{b^2}\right).$$

For a 300 mm wafer and $b=20$ µm this is $2.3\times10^{17}$ molecules for the 40 µm vias and $3.2\times10^{17}$ for the 80 µm vias. The deeper vias take up on average 1.0 sccm (standard cm³ per minute) of precursor during their pulse. A source that delivers only this mean rate cannot hold the mouth pressure constant, because most of the uptake comes early: at the start of the pulse the bare flat surface alone takes about 120 sccm. With delivery capped at 1.0 sccm and no precursor stored in the chamber, the pulses would last about 0.55 s and 1.05 s instead of 0.19 s and 0.69 s. At a lower rate, such as 0.3 sccm, delivery limits the whole step and all of it is used, so the time follows the uptake. The factor is then 1.39, and for any pitch it stays below two.

### The real process

For vias with an aspect ratio near 10 and $\beta=0.1$, the boxed law gives a factor of about 3.0 on doubling and the ballistic calculation about 3.1. The factor also depends on the sticking probability, which is only roughly known: lowering it from 0.1 to 0.01 moves the factor for 20 → 40 from 3.55 to 2.64. The assumption most exposed to the reactor is constant mouth pressure, whose complete failure would move the factor to 1.39 at the pitch above. The value $s=2.0$ nm$^{-2}$ presumes that the adsorbed molecule sheds ligands, since intact molecules about 0.9 nm across pack to only about 1.4 per nm²; the exposure scales with $s$, while the factor from the boxed law does not depend on it. Thermal decomposition of the precursor, desorption, and by-products that occupy sites are not included or sized. The pulse times are therefore estimates for an ideal surface reaction with ample supply, not process settings. Further digits and cases are in the numerical output below.

## Calculated quantities

```
via diameter 2.0 um; depths 40, 80 um
temperature 523 K; precursor pressure 0.010 Torr
argon pressure 0.10 Torr; molar mass 401.3 g/mol
saturation density 2.0 per nm2; sticking 0.1; coverage 0.99
mean molecular speed 166.1 m/s; mouth flux 7.667e+17 per cm2 s
Knudsen diffusivity 1.107 cm2/s
exposure unit s*sqrt(2 pi m k T) = 2.608e-06 Torr s
AR 20: quadratic 600.0, linear 95.0, constant 1, sticking 46.05, sum N 742.1
AR 20: exposure 1.936e-03 Torr s, pulse 0.194 s
AR 20: ballistic N 727.8, law/ballistic - 1 = 2.0 %
AR 40: quadratic 2400.0, linear 190.0, constant 1, sticking 46.05, sum N 2637.1
AR 40: exposure 6.879e-03 Torr s, pulse 0.688 s
AR 40: ballistic N 2610.0, law/ballistic - 1 = 1.0 %
doubling factor AR 5 to 10: 2.258 (sticking 0.1), 1.261 (sticking 0.01)
doubling factor AR 10 to 20: 3.034 (sticking 0.1), 1.755 (sticking 0.01)
doubling factor AR 20 to 40: 3.554 (sticking 0.1), 2.639 (sticking 0.01)
doubling factor AR 40 to 80: 3.802 (sticking 0.1), 3.422 (sticking 0.01)
doubling factor AR 80 to 160: 3.910 (sticking 0.1), 3.795 (sticking 0.01)
doubling factor AR 160 to 320: 3.958 (sticking 0.1), 3.927 (sticking 0.01)
ballistic doubling factor AR 10 to 20, sticking 0.1: 3.087
ballistic doubling factor AR 20 to 40, sticking 0.1: 3.586
ballistic doubling factor AR 20 to 40, sticking 0.01: 2.648
starting AR for a doubling factor of 3.8, sticking 0.1: 39.6
starting AR for a doubling factor of 3.8, sticking 0.01: 81.4
diffusion march AR 20, sticking 0.1: N 740.7; law 742.1
diffusion march AR 20, sticking 0.01: N 1152.8; law 1156.5
tube AR 10: ballistic transmission 0.1096, series formula 0.1176, excess 7.3 %
tube AR 20: ballistic transmission 0.0596, series formula 0.0625, excess 4.9 %
tube AR 40: ballistic transmission 0.0313, series formula 0.0323, excess 3.0 %
ballistic N at AR 20 with rings half as high: 732.9
hard-sphere contact distance with argon 0.63 nm; gas diffusivity 706 cm2/s
carrier collisions: Knudsen/gas diffusivity ratio 0.16 %
gas stored in via / molecules on wall: 4.6e-05
diffusion time depth^2/D: 57.8 us
narrowing by 10 nm film: exposure +1.9 %
scallops 50 nm deep, 500 nm period: wall area +2.6 %
300 mm wafer, via pitch 20 um: uptake 2.30e+17, 3.19e+17 molecules
uptake ratio 1.39; mean uptake rate, deeper via 1.04 sccm
```
